\section*{Truncated atomic plane waves for twisted graphene, with a residual-based convergence check}

\section{The reduction and its error bound}

The low-energy states of a twisted graphene bilayer can be computed from its tight-binding matrix $H$ in a small basis of plane waves sampled on the atoms. For layer $l$, sublattice $X$ and wave vector $\mathbf q$,
\begin{equation}
|\mathbf q,X,l\rangle=\frac1{\sqrt L}\sum_{\mathbf r\in(X,l)}e^{i\mathbf q\cdot\mathbf r}|\mathbf r\rangle ,
\label{eq:wave}
\end{equation}
where $L$ is the number of graphene cells per layer in the moir\'e cell. One keeps the waves with $\mathbf q$ within a distance $Q_c$ of the layer's own Brillouin-zone corners $\pm\mathbf K_l$ and diagonalizes the projected matrix $H_{PP}$. Nothing is expanded in $\mathbf q-\mathbf K_l$, and no tunnelling constant is fitted.

Let the columns of $X$ be four orthonormal approximate eigenvectors from the middle of the spectrum, and let
\begin{equation}
\Theta=X^\dagger HX,\qquad R=HX-X\Theta,\qquad \rho=\|R\|_2 .
\label{eq:residual}
\end{equation}
Then $H$ has four eigenvalues, counted with multiplicity, within $\rho$ of the four eigenvalues $\theta_j$ of $\Theta$. If the rest of the spectrum is separated by a gap, the error is of order $\rho^2$. Computing $\rho$ takes one product of the full sparse matrix with four vectors. For a cell of 11908 atoms at $1.05^\circ$, about 920 waves give $\rho<5\times10^{-7}$ hartree.

The model has one orbital per atom, rigid layers and a real hopping $t$ that depends on the separation and is cut at a finite range. Relaxation, electron interaction and spin-orbit coupling are left out. Energies are measured from the Dirac level $E_D$ of an isolated layer.

\section{What the naive schemes get wrong}

Direct diagonalization treats all $N=4L$ orbitals alike, at a cost growing as $N^3$, although four states are wanted. The obvious remedy, keeping the moir\'e plane waves of smallest $|\mathbf q|$, selects the wrong states. At $\mathbf q=0$ the three nearest-neighbour hoppings add in phase and give layer energies of magnitude $3|t|$ from that term alone. The low-energy states lie near $\pm\mathbf K_l$, so the basis must be centred there.

The second naive step is to enlarge the basis until the energy stops falling. That works for a lowest eigenvalue, which a variational estimate approaches from above. The Dirac states lie in the middle of the spectrum. Each enlargement adds states above and below them, and these push in opposite directions. The estimates may move either way, so convergence needs another measure.

The third difficulty is one of counting. A small residual shows that nearby eigenvalues exist, but not that they are the central ones. The gap argument below deals with this separately.

\section{A complete basis before truncation}

Let $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(1/2,\sqrt3/2)$ span layer 1, and let primed vectors be these rotated by $\theta$. Both layers have a hexagon centre at the origin and sublattice positions $\boldsymbol\tau_A=(\mathbf a_1+\mathbf a_2)/3$ and $\boldsymbol\tau_B=2\boldsymbol\tau_A$, rotated for layer 2. With $n=m+1$, a common period is
\begin{equation}
\mathbf T_1=m\mathbf a_1+n\mathbf a_2=n\mathbf a_1'+m\mathbf a_2' .
\end{equation}
The second period is $\mathbf T_2=-n\mathbf a_1+(m+n)\mathbf a_2$, which is $\mathbf T_1$ turned by $60^\circ$. Since $\mathbf a_1\cdot\mathbf a_2=a^2/2$,
\begin{equation}
L=\frac{|\mathbf T_1|^2}{a^2}=m^2+mn+n^2=3m^2+3m+1 .
\end{equation}
The angle $\theta$ is that between $n\mathbf a_1+m\mathbf a_2$ and $m\mathbf a_1+n\mathbf a_2$. Their scalar product is $a^2[2mn+(m^2+n^2)/2]$, so
\begin{equation}
\cos\theta=\frac{m^2+4mn+n^2}{2L}=\frac{6m^2+6m+1}{2L}=1-\frac1{2L}.
\end{equation}
Hence $\sin(\theta/2)=\sqrt{(1-\cos\theta)/2}=1/(2\sqrt L)$. The corners of the two layers are separated by
\begin{equation}
k_\theta=2|\mathbf K|\sin(\theta/2)=|\mathbf K|/\sqrt L,\qquad |\mathbf K|=4\pi/(3a).
\label{eq:ktheta}
\end{equation}

At moir\'e crystal momentum $\mathbf k$, the allowed wave vectors are $\mathbf q=\mathbf k+\mathbf G$, with $\mathbf G$ in the moir\'e reciprocal lattice. The overlap of two waves on one sublattice is $L^{-1}\sum_{\mathbf r}e^{i(\mathbf q'-\mathbf q)\cdot\mathbf r}$. Shifting the sum by a layer period leaves it unchanged but multiplies it by a phase. It therefore vanishes unless $\mathbf q'-\mathbf q$ is a reciprocal vector $\mathbf g$ of that layer. In that case the waves differ by the phase $e^{i\mathbf g\cdot\boldsymbol\tau_X}$ and count once.

The list $\mathbf k+j\mathbf G_1$, $j=0,\ldots,L-1$, contains each class once. Inverting the relation between periods gives
\begin{equation}
\mathbf a_1=\frac{(m+n)\mathbf T_1-n\mathbf T_2}{L},\qquad
\mathbf a_2=\frac{n\mathbf T_1+m\mathbf T_2}{L}.
\end{equation}
So $j\mathbf G_1$ is a reciprocal vector of layer 1 only if $L$ divides $j(m+n)$ and $jn$, hence also their difference $jm$. Consecutive integers $m,n$ have no common factor, so $L$ must divide $j$. Layer 2 follows by exchanging $m$ and $n$. Two sublattices in two layers give $4L=N$ orthonormal waves, a complete basis. Each $\mathbf q$ is then moved by a layer reciprocal vector to the representative nearest $\mathbf K_l$ or $-\mathbf K_l$.

\section{The matrix elements}

Within a layer, put $\mathbf d=\mathbf r-\mathbf r'$. With $\mathbf r$ in one moir\'e cell and $\mathbf r'$ running over the whole layer,
\begin{align}
\langle\mathbf q,X|H|\mathbf q',X'\rangle
&=\frac1L\sum_{\mathbf r,\mathbf r'}e^{-i\mathbf q\cdot\mathbf r}t(\mathbf r-\mathbf r')e^{i\mathbf q'\cdot\mathbf r'}-E_D\delta_{\mathbf q\mathbf q'}\delta_{XX'}\nonumber\\
&=\Big[\frac1L\sum_{\mathbf r}e^{i(\mathbf q'-\mathbf q)\cdot\mathbf r}\Big]\sum_{\mathbf d}t(\mathbf d)e^{-i\mathbf q'\cdot\mathbf d}-E_D\delta_{\mathbf q\mathbf q'}\delta_{XX'} .
\end{align}
The bracket is $\delta_{\mathbf q\mathbf q'}$. Since $\mathbf d=\boldsymbol\tau_X-\boldsymbol\tau_{X'}-\mathbf R$, each $\mathbf q$ carries the $2\times2$ Bloch matrix of graphene,
\begin{equation}
h_{XX'}(\mathbf q)=\sum_{\mathbf R}t(\boldsymbol\tau_X-\boldsymbol\tau_{X'}-\mathbf R)e^{-i\mathbf q\cdot(\boldsymbol\tau_X-\boldsymbol\tau_{X'}-\mathbf R)}-E_D\delta_{XX'},
\end{equation}
without the on-site term $\mathbf d=0$. Band curvature and trigonal warping are included because the sum is never expanded.

Between layers, $t$ depends on the in-plane separation $\mathbf s$ at fixed height. Write
\begin{equation}
t(\mathbf s)=\int\frac{d^2p}{(2\pi)^2}\,\tilde t(|\mathbf p|)e^{i\mathbf p\cdot\mathbf s}.
\end{equation}
With $\Omega$ the graphene cell area, Poisson summation over layer 2 gives
\begin{equation}
\sum_{\mathbf r'}e^{i(\mathbf q_2-\mathbf p)\cdot\mathbf r'}=\frac{(2\pi)^2}{\Omega}\sum_{\mathbf g_2}\delta(\mathbf p-\mathbf q_2-\mathbf g_2)e^{-i\mathbf g_2\cdot\boldsymbol\tau_{X'}} .
\end{equation}
The phase is negative because $\mathbf q_2-\mathbf p=-\mathbf g_2$. The integral sets $\mathbf p=\mathbf q_2+\mathbf g_2$. The remaining sum $L^{-1}\sum_{\mathbf r}e^{i(\mathbf p-\mathbf q_1)\cdot\mathbf r}$ is $e^{i\mathbf g_1\cdot\boldsymbol\tau_X}$ if $\mathbf p-\mathbf q_1=\mathbf g_1$, and zero otherwise. Therefore
\begin{equation}
\langle\mathbf q_1,X,1|H|\mathbf q_2,X',2\rangle=\frac1\Omega\sum_{\mathbf q_1+\mathbf g_1=\mathbf q_2+\mathbf g_2}\tilde t(|\mathbf q_1+\mathbf g_1|)e^{i\mathbf g_1\cdot\boldsymbol\tau_X-i\mathbf g_2\cdot\boldsymbol\tau_{X'}} .
\label{eq:inter}
\end{equation}
In practice the sum is cut at a momentum of 5/bohr. For the 508-atom cell, this matrix was tested against direct projection of the real-space $H$; the elements agree within $10^{-6}$ hartree.

\section{Why a disc around each corner suffices}

Let $\mathbf q_1=\mathbf K_1+\mathbf s_1$ and $\mathbf P=\mathbf K_1+\mathbf g_1$. With $\mathcal R$ the rotation by $\theta$, choose $\mathbf g_2=\mathcal R\mathbf g_1$. Then $\mathbf K_2+\mathbf g_2=\mathcal R\mathbf P$, and the offset of the partner wave is
\begin{equation}
\mathbf s_2=\mathbf q_2-\mathbf K_2=\mathbf s_1+\mathbf P-\mathcal R\mathbf P,\qquad |\mathbf P-\mathcal R\mathbf P|=2|\mathbf P|\sin(\theta/2).
\end{equation}
The shortest $\mathbf P$ have length $|\mathbf K|$ and move the offset by $k_\theta$. The next have length $2|\mathbf K|$ and move it by $2k_\theta$. For the parameters used below, $\tilde t/\Omega$ is 4.16 millihartree (mHa) at $|\mathbf K|$, 0.059 mHa at $2|\mathbf K|$ and 0.0023 mHa at $\sqrt7|\mathbf K|$. Long steps are thus strongly suppressed.

Each step away from the corner also raises the magnitude of the layer energy, roughly as $v|\mathbf s|$ near the Dirac point. A short step from layer 1 to layer 2 adds one of three vectors $\mathbf P-\mathcal R\mathbf P$ at $120^\circ$ to each other, and a step back subtracts one. The most direct outward path therefore zigzags, and its offset after $i$ steps from a corner lies between $(\sqrt3/2)\,i\,k_\theta$ and $i\,k_\theta$. Taking $i\,k_\theta$ for simplicity, and with $w=\tilde t(|\mathbf K|)/\Omega$, a chain of $j$ short steps has an amplitude of order
\begin{equation}
\prod_{i=1}^{j}\frac{w}{v\,i\,k_\theta}=\frac1{j!}\left(\frac{w}{vk_\theta}\right)^j .
\label{eq:chain}
\end{equation}
This estimate follows a single chain, so it is only a qualitative guide; it does not enter the matrix and should not be used to set the cutoff. It predicts a decay that becomes faster with distance, and it shows that a smaller angle needs more steps because $w/(vk_\theta)$ grows.

The basis size follows from areas. There are two discs, two layers and two sublattices, and the moir\'e Brillouin zone has area $(2\pi)^2/(L\Omega)$. For discs that do not overlap,
\begin{equation}
n_P\simeq8\,\frac{\pi Q_c^2L\Omega}{4\pi^2}=\frac{2Q_c^2L\Omega}{\pi}=\frac{16\sqrt3\,\pi}{9}\left(\frac{Q_c}{k_\theta}\right)^2 .
\label{eq:size}
\end{equation}
The last form uses $\Omega=\sqrt3a^2/2$ and Eq.~\eqref{eq:ktheta}. At fixed $Q_c/k_\theta$ the basis does not grow with the moir\'e cell, but the accuracy is not fixed: at $M$, with $Q_c\simeq4.8\,k_\theta$, $\rho$ is $2.2\times10^{-5}$ hartree at $5.09^\circ$ and $6.7\times10^{-4}$ hartree at $1.05^\circ$.

Both discs are needed because $H$ contains both valleys. Complex conjugation maps a wave near $\mathbf K_l$ at $\mathbf k$ to one near $-\mathbf K_l$ at $-\mathbf k$. At the moir\'e points $\Gamma$ and $M$, $-\mathbf k$ and $\mathbf k$ are equivalent. If valley mixing is negligible, levels there come in pairs, one from each valley, and a single disc would lose half of them.

Decoupled layers provide a limiting case. With $\tilde t=0$, $H_{PP}$ splits into the blocks $h(\mathbf q)$, and every retained energy is already an eigenvalue of $H$. Truncation error then arises only from interlayer coupling. In this limit the moir\'e corner $K=(2\mathbf G_1+\mathbf G_2)/3$ holds four states at zero energy. Indeed $\mathbf K_2\cdot\mathbf T_1/2\pi=m+2/3$ and $\mathbf K_2\cdot\mathbf T_2/2\pi=1/3$, so $\mathbf K_2$ folds to $K$. For layer 1 the products are $m+1/3$ and $-1/3$, so $-\mathbf K_1$ folds there too. Each contributes one Dirac doublet.

\section{A convergence measure for interior states}

Complete $X$ to an orthonormal basis by columns $W$. From Eq.~\eqref{eq:residual}, $X^\dagger R=\Theta-\Theta=0$, so $R$ lies in the span of $W$. With $B=W^\dagger R$,
\begin{equation}
H\;\to\;\begin{pmatrix}\Theta&B^\dagger\\B&H_{WW}\end{pmatrix},\qquad \|B\|_2=\rho .
\end{equation}
The off-diagonal part has square $\mathrm{diag}(B^\dagger B,BB^\dagger)$ and hence norm $\rho$. By Weyl's inequality, removing it moves no ordered eigenvalue by more than $\rho$. The remaining matrix has the eigenvalues $\theta_j$, which proves the linear bound. It requires no knowledge of $H_{WW}$.

Now suppose that $H_{WW}$ has no eigenvalue within $\delta_0$ of $[\theta_1,\theta_4]$, has $\nu$ eigenvalues below this interval, and that $\rho<\delta_0/2$. For $E$ outside the spectrum of $H_{WW}$, let $D=H_{WW}-E$. Block elimination gives
\begin{equation}
\begin{pmatrix}\Theta-E&B^\dagger\\B&D\end{pmatrix}
=\begin{pmatrix}1&B^\dagger D^{-1}\\0&1\end{pmatrix}
\begin{pmatrix}S&0\\0&D\end{pmatrix}
\begin{pmatrix}1&0\\D^{-1}B&1\end{pmatrix},
\end{equation}
with $S(E)=\Theta-E-B^\dagger D^{-1}B$. The outer factors are adjoint to each other, so the number of negative eigenvalues is preserved. For $E$ in the gap, $H$ has $\nu$ plus the number of negative eigenvalues of $S(E)$ below $E$.

Choose $\epsilon'$ between the two roots of $\epsilon^2-\delta_0\epsilon+\rho^2=0$, and below $\delta_0$. Then $\rho^2/(\delta_0-\epsilon')<\epsilon'$. For $E$ within $\epsilon'$ of $[\theta_1,\theta_4]$, the correction $B^\dagger D^{-1}B$ therefore has norm below $\epsilon'$. At $E=\theta_j+\epsilon'$ one has $S<\Theta-\theta_j$, which forces at least $j$ negative eigenvalues. At $E=\theta_j-\epsilon'$ one has $S>\Theta-\theta_j$, which allows at most $j-1$. Hence $\lambda_{\nu+j}$, the eigenvalue of $H$ with that index, lies within $\epsilon'$ of $\theta_j$. Letting $\epsilon'$ approach the smaller root gives
\begin{equation}
|\lambda_{\nu+j}-\theta_j|\le\epsilon=\frac{\delta_0-\sqrt{\delta_0^2-4\rho^2}}2\simeq\frac{\rho^2}{\delta_0}\quad(\rho\ll\delta_0).
\label{eq:quadratic}
\end{equation}
If also $\nu=N/2-2$, the four states are the central ones. This settles the counting, at the price of knowing the spectrum of $H_{WW}$.

The procedure is to choose $Q_c$, build and diagonalize $H_{PP}$, place the four central vectors on the atoms, compute $\rho$ with the sparse real-space matrix, and enlarge $Q_c$ until $\rho$ meets the target. Since that matrix is built independently of Eq.~\eqref{eq:inter}, a residual that stops falling also reveals assembly errors that spoil the vectors. An error that only shifts the energies leaves $\rho$ unchanged; it shows up when the $\theta_j$ are compared with the eigenvalues of the assembled $H_{PP}$.

\section{Numbers}

The parameters are round values: $a=4.65$ bohr, layer spacing $d=6.35$ bohr, $V_\pi=-0.1$ and $V_\sigma=0.018$ hartree. At distance $r$ and height difference $z$, the hopping is
\begin{equation}
t=V_\pi e^{-(r-a/\sqrt3)/\ell}\Big(1-\frac{z^2}{r^2}\Big)+V_\sigma e^{-(r-d)/\ell}\frac{z^2}{r^2},
\end{equation}
with $\ell=0.85$ bohr and $t=0$ beyond 14 bohr. The numerical output gives all values of $Q_c$.

For $m=6$, $L=127$, $N=508$ and $\theta=5.09^\circ$, full diagonalization is easy. At $M$ the largest error of the four central energies, relative to that diagonalization, falls from $9.9\times10^{-5}$ hartree with 40 waves to $2.9\times10^{-9}$ with 200. Between cutoffs 0.22 and 0.30/bohr, $\rho$ falls by $7.31/1.33=5.5$ and the error by $3.89/0.112\simeq35$, close to $5.5^2\simeq30$. At $M$ the error thus falls roughly as the quadratic bound of Eq.~\eqref{eq:quadratic}, while lying 16 to 21 times below it. At $K$ it also stays below the bound but follows $\rho^2$ only loosely. At the largest cutoff, the printed bound at $M$ implies $\delta_0\simeq(2.184\times10^{-5})^2/(6.146\times10^{-8})\simeq7.8\times10^{-3}$ hartree. Both error bounds and the count $\nu=N/2-2$ passed their tests at $M$ and $K$ for all four cutoffs.

For $m=10$, at $3.15^\circ$, 248 waves reproduce the central energies of the 1324-atom matrix at $M$ within $2.5\times10^{-8}$ hartree.

For $m=31$, $L=2977$ and $\cos\theta=5953/5954$, so $\theta=1.05^\circ$. Equation~\eqref{eq:ktheta} gives $k_\theta=0.90082/\sqrt{2977}=0.01651$/bohr. The cutoff 0.16/bohr equals $9.7\,k_\theta$, and Eq.~\eqref{eq:size} predicts $9.67\times9.69^2\simeq908$ waves; the actual bases have 912 to 940. With cubic scaling, replacing 11908 orbitals by 920 waves reduces the dense diagonalization work by about $(12.9)^3\simeq2\times10^3$.

At $M$ the convergence is as follows; each listed energy stands for a nearly degenerate pair.
\begin{center}
\begin{tabular}{cccc}
$Q_c$ (1/bohr) & waves & $\rho$ (hartree) & energies (mHa)\\
0.04 & 56 & $5.8\times10^{-3}$ & 0.198, 0.509\\
0.08 & 232 & $6.7\times10^{-4}$ & 0.410, 0.568\\
0.12 & 504 & $3.0\times10^{-5}$ & 0.414, 0.571\\
0.16 & 920 & $4.7\times10^{-7}$ & 0.414, 0.571
\end{tabular}
\end{center}
Across these four cutoffs the energies rise, so a search for falling energies would have misled. On a finer sequence they move both ways: at 0.03, 0.04 and 0.05/bohr the upper pair lies at 0.367, 0.509 and 0.374 mHa. The smallest basis gives a splitting of 0.311 mHa, about twice the converged 0.157 mHa. Successive residuals fall by factors of about 9, 22 and 64. The last residual contains a small part from the momentum cut at 5/bohr; projecting the real-space matrix directly on the same 920 waves gives $4.3\times10^{-7}$ hartree and a factor of about 70. Equation~\eqref{eq:chain} also gives a decay that accelerates, but a much steeper one than is found here, so the cutoff must be judged by $\rho$ itself.

The final energies are $-5.91$ and $31.54$ meV at $\Gamma$, $11.25$ and $15.54$ meV at $M$, each a pair, and four nearly equal levels at $13.38$ meV at $K$. The linear bound is at most 0.013 meV at these points. The last digit also depends on the hopping range: extending it from 14 to 18 bohr lowers the upper level at $\Gamma$ by 0.007 meV and moves the others by about 0.001 meV. The fourfold group at $K$ has the multiplicity found for decoupled layers, but interlayer coupling has moved it from zero. The three points span 37.4 meV; the full bandwidth may be larger, since the zone was not scanned in full. The central bands are not isolated in energy: one fifth of the way from $\Gamma$ to $M$ the next band lies near 31 meV, below the upper level at $\Gamma$. These values describe rigid layers with round parameters, not the bands of a real sample at this angle, where relaxation matters.

For this cell the residual certifies four eigenvalues near the stated values at each momentum. Their identification as the central four rests on the behaviour of the smaller cells, because $H_{WW}$ was not diagonalized here. The analogy is weakest at $\Gamma$, where $H_{PP}$ has fourfold levels at $-6.67$ and $32.63$ meV, only 0.76 and 1.10 meV from the central pairs, against $\delta_0\simeq210$ meV for $m=6$ at $M$. With so small a gap, Eq.~\eqref{eq:quadratic} applies only once $\rho$ is below about $1.4\times10^{-5}$ hartree.

\section{Where the scheme stops working}

Relaxation with the moir\'e period destroys the translation symmetry of each layer, so the intralayer blocks are no longer diagonal in $\mathbf q$. The basis stays orthonormal if the phases in Eq.~\eqref{eq:wave} use the unrelaxed positions, and both bounds survive, but the matrix elements must be recomputed and the required cutoff found anew. States far from the Dirac level need waves outside the discs.

At an incommensurate angle the momentum rule in Eq.~\eqref{eq:inter} still holds, with the cell sum replaced by an average over the infinite layer. The wave vectors linked by this rule then fill the layer's Brillouin zone densely, and a disc contains infinitely many of them. A finite matrix requires a second cutoff, on the number or the harmonic order of the interlayer steps. The residual must then be evaluated with the omitted couplings included; the finite-cell calculation above does not test that extra truncation.

\section*{Computed results}
\begin{verbatim}
Lattice constant, layer spacing (bohr): 4.65 6.35
In-plane, vertical hopping (hartree): -0.1 0.018
Decay length, hopping range (bohr): 0.85 14.0
Corner wave number |K| (1/bohr): 0.90082
Isolated-layer Dirac level (hartree): 0.028763
Tunnelling at |K| (mHa): 4.163557
Tunnelling at 2|K| (mHa): 0.058594
Tunnelling at sqrt(7)|K| (mHa): 0.002294
Benchmark m=6: angle 5.0858 deg, 508 atoms
m=6 M full energies (mHa): [-9.62023 -9.62018  9.96549  9.96554]
  cutoff(1/bohr) waves error(Ha) rho(Ha) bound(Ha) discarded gap(Ha)
  0.15   40 9.913e-05 3.114e-03 1.600e-03 0.04955
  0.22   64 3.888e-06 7.310e-04 6.952e-05 0.06225
  0.30  136 1.122e-07 1.329e-04 2.276e-06 0.07038
  0.38  200 2.871e-09 2.184e-05 6.146e-08 0.07407
m=6 K full energies (mHa): [-0.0912  -0.0912  -0.09114 -0.09114]
  cutoff(1/bohr) waves error(Ha) rho(Ha) bound(Ha) discarded gap(Ha)
  0.15   40 1.900e-06 7.837e-04 2.363e-05 0.05461
  0.22   76 1.064e-07 1.451e-04 8.087e-07 0.06674
  0.30  148 1.230e-09 2.047e-05 1.609e-08 0.07348
  0.38  232 6.478e-11 3.193e-06 3.918e-10 0.07597
Benchmark m=10: angle 3.1497 deg, 1324 atoms
m=10 M full energies (mHa): [-3.97422 -3.97418  4.49553  4.49554]
  cutoff 0.15/bohr, 80 waves, error 1.404e-05 Ha
  cutoff 0.25/bohr, 248 waves, error 2.472e-08 Ha
Application m=31: angle 1.0501 deg, 11908 atoms
Moire period (bohr): 253.713
Corner separation (1/bohr): 0.016510
m=31 M: cutoff(1/bohr) waves rho(Ha) four energies(mHa)
  0.04   56 5.812e-03 [0.19833 0.19833 0.50941 0.50941]
  0.08  232 6.737e-04 [0.41017 0.41018 0.56815 0.56816]
  0.12  504 3.018e-05 [0.41354 0.41354 0.57096 0.57096]
  0.16  920 4.742e-07 [0.41355 0.41355 0.57097 0.57097]
m=31 final energies at cutoff 0.16/bohr:
  Gamma: 912 waves, rho 3.646e-07 Ha = 9.921e-03 meV
    mHa: [-0.21713 -0.21713  1.159    1.159  ]  meV: [-5.9084 -5.9083 31.5379 31.538 ]
  M: 920 waves, rho 4.742e-07 Ha = 1.290e-02 meV
    mHa: [0.41355 0.41355 0.57097 0.57097]  meV: [11.2532 11.2533 15.5368 15.537 ]
  K: 940 waves, rho 3.336e-07 Ha = 9.079e-03 meV
    mHa: [0.4916  0.4916  0.49161 0.49161]  meV: [13.3772 13.3772 13.3774 13.3774]
\end{verbatim}
